# The static screened kernel $v-W$ of the Bethe-Salpeter equation, part 1

(Sections cited here and not found follow in the second part.)

## 1. A gap of 13 eV and an excitation at 4 eV

Take a polar bond with one orbital on each of two atoms and two electrons, with the parameters of part 11. Its quasiparticle gap, the energy needed to remove an electron and add it back to a distant copy of the bond, is 12.95 eV in the static $GW$ approximation. Exact diagonalization puts the lowest neutral excitations far lower: a triplet at 4.00 eV and a singlet at 6.53 eV. Letting the electron and the hole interact through the induced Hartree potential alone makes matters worse, for the singlet rises to 15.57 eV and the triplet stays at the gap. An electron-hole interaction of the form $v-W$ gives 4.07 eV and 6.83 eV. The attraction, its sign, and the fact that singlet and triplet feel $v$ differently but $W$ equally all follow from one functional derivative of the self-energy.

The short statement that differentiating $\Sigma=iGW$ gives $v-W$ needs three corrections. The $v$ comes from the Hartree term and not from $iGW$. The quantity equal to $v-W$ is $i\,\delta\Sigma/\delta G$, with a factor $i$. And the two terms pair their indices differently, so the minus sign does not denote a subtraction of two functions of the same arguments.

## 2. Conventions

Hartree atomic units are used ($\hbar=m_e=e^2/4\pi\epsilon_0=1$) up to the worked example, which is in eV and Å. A space-spin point is $x=(\mathbf r,\sigma)$, a number such as $1$ stands for $(x_1,t_1)$, and $1^+$ means $(x_1,t_1+0)$. Arguments that appear on the right of an equation but not on the left are integrated. The bare interaction is $v(1,2)=v(\mathbf r_1-\mathbf r_2)\,\delta(t_1-t_2)$; it is independent of spin, real and symmetric.

The Green function is
$$G(1,2)=-i\langle T\,\psi(1)\psi^\dagger(2)\rangle .$$
If $t_2>t_1$, time ordering moves $\psi^\dagger(2)$ to the left at the cost of a fermion sign, so $G(1,2)=+i\langle\psi^\dagger(2)\psi(1)\rangle$. The density matrix is therefore
$$\rho(x,x';t)\equiv\langle\psi^\dagger(x't)\psi(xt)\rangle=-i\,G(xt,x't^+),\qquad n(1)=-i\,G(1,1^+). \tag{1}$$

An external source $U(1,2)$, nonlocal in space and if desired in time, enters Dyson's equation beside the one-body operator $h$:
$$G^{-1}=G_0^{-1}-U-\Sigma,\qquad G_0^{-1}(1,2)=\big(i\partial_{t_1}-h(x_1)\big)\delta(1,2). \tag{2}$$
Here $G_0$ contains no interaction at all, so $\Sigma$ includes the Hartree term. The starting approximation is
$$\Sigma(1,2)=-i\,\delta(1,2)\,v(1,7)\,G(7,7^+)+i\,G(1,2)\,W(1^+,2), \tag{3}$$
$$W=v+vPW,\qquad P(1,2)=-i\,G(1,2)\,G(2,1). \tag{4}$$
The first term of (3) is $\delta(1,2)\int v\,n$ by (1). The sign of the second is fixed by the limit $W\to v$. The delta function in $v(1^+,2)$ sets $t_2=t_1+0$, so $iG(1,2)=i\cdot i\rho=-\rho(x_1,x_2)$ and the term becomes $-\rho(x_1,x_2)\,v(\mathbf r_1-\mathbf r_2)$. This is the Fock term. The equation of motion of $\psi(x)$ contains $\int v\,\psi^\dagger(x')\psi(x')\psi(x)\,dx'$, and its mean-field decoupling is $n(x')\psi(x)-\langle\psi^\dagger(x')\psi(x)\rangle\psi(x')$, the minus sign coming from moving $\psi(x)$ past $\psi(x')$.

Since $P(1,2)=P(2,1)$ by inspection and $v$ is symmetric, every term of the series $W=v+vPv+vPvPv+\dots$ equals its own transpose, and $W(1,2)=W(2,1)$. Every term also begins and ends with $v$, so $W$ does not depend on the spins of its arguments.

## 3. The Bethe-Salpeter equation

Define the response of $G$ to the source,
$$L(1,2;1',2')=\frac{\delta G(1,1')}{\delta U(2',2)} .$$
The order $(2',2)$ is chosen because $U(2',2)$ multiplies $\psi^\dagger(2')\psi(2)$, so that primed arguments always belong to creation operators.

Varying $GG^{-1}=1$ gives $\delta G\,G^{-1}+G\,\delta(G^{-1})=0$, hence $\delta G=-G\,\delta(G^{-1})\,G$. By (2), $\delta(G^{-1})=-\delta U-\delta\Sigma$, and
$$\delta G(1,1')=G(1,3)\,\big[\delta U(3,4)+\delta\Sigma(3,4)\big]\,G(4,1'). \tag{5}$$
In the first term $\delta U(3,4)/\delta U(2',2)=\delta(3,2')\delta(4,2)$. In the second, $\Sigma$ depends on $U$ only through $G$, as (3) and (4) show, so the chain rule applies:
$$\frac{\delta\Sigma(3,4)}{\delta U(2',2)}=\frac{\delta\Sigma(3,4)}{\delta G(6,5)}\,\frac{\delta G(6,5)}{\delta U(2',2)} .$$
With $L_0(1,2;1',2')=G(1,2')G(2,1')$ and
$$\Xi(3,5;4,6)=\frac{\delta\Sigma(3,4)}{\delta G(6,5)},$$
equation (5) becomes the Bethe-Salpeter equation
$$L(1,2;1',2')=L_0(1,2;1',2')+G(1,3)\,G(4,1')\,\Xi(3,5;4,6)\,L(6,2;5,2'). \tag{6}$$
It is an ordinary matrix equation in pair indices. $L$ has row $(1,1')$ and column $(2',2)$; the product $G(1,3)G(4,1')$ is $L_0$ with row $(1,1')$ and column $(3,4)$; $\Xi$ has row $(3,4)$ and column $(6,5)$. In that sense $L=L_0+L_0\Xi L$.

## 4. Differentiating the self-energy

The only rule needed is $\delta G(a,b)/\delta G(6,5)=\delta(a,6)\,\delta(b,5)$.

For the Hartree term,
$$\Xi_H(3,5;4,6)=-i\,\delta(3,4)\,v(3,7)\,\delta(7,6)\,\delta(7^+,5)=-i\,\delta(3,4)\,\delta(5,6^+)\,v(3,6).$$
For the $GW$ term the product rule gives two pieces,
$$\frac{\delta\,[\,iG(3,4)W(3^+,4)\,]}{\delta G(6,5)}=i\,\delta(3,6)\,\delta(4,5)\,W(3^+,4)+i\,G(3,4)\,\frac{\delta W(3^+,4)}{\delta G(6,5)}\equiv\Xi_W+\Xi' .$$

The shifts $+$ can be left out of $\Xi_H$ and $\Xi_W$. They matter in $\Sigma$ because $G$ jumps at equal times: $G(xt,x't^-)-G(xt,x't^+)=-i\langle\{\psi(x),\psi^\dagger(x')\}\rangle=-i\,\delta(x,x')$. In (6), however, the kernel acts on a variation $\delta G(6,5)$. The jump is fixed by the anticommutator and does not depend on the source, so $\delta G$ is continuous at $t_5=t_6$ and the side from which the limit is taken is immaterial.

The index pairings of the two terms differ. In $\Xi_H$ the incoming pair $(6,5)$ is brought to one point, where it forms a density; the outgoing pair $(3,4)$ starts from one point; and $v$ connects these two points. In $\Xi_W$ the argument $6$ runs through to $3$ and $5$ runs through to $4$; the pair stays open, and $W$ acts between its two members.

## 5. The term that is dropped

Varying (4) gives $\delta W=v\,\delta P\,W+vP\,\delta W$, so $(1-vP)\,\delta W=v\,\delta P\,W$. Since $(1-vP)^{-1}v=W$,
$$\delta W(3,4)=W(3,7)\,\delta P(7,8)\,W(8,4).$$
The product rule on $P(7,8)=-iG(7,8)G(8,7)$ gives
$$\frac{\delta P(7,8)}{\delta G(6,5)}=-i\big[\delta(7,6)\delta(8,5)\,G(8,7)+G(7,8)\,\delta(8,6)\delta(7,5)\big].$$
In both terms the surviving Green function is $G(5,6)$. Integrating over $7$ and $8$,
$$\frac{\delta W(3,4)}{\delta G(6,5)}=-i\,G(5,6)\big[W(3,6)W(5,4)+W(3,5)W(6,4)\big].$$
Multiplying by $iG(3,4)$, with $i\cdot(-i)=1$,
$$\Xi'(3,5;4,6)=G(3,4)\,G(5,6)\big[W(3,6)W(5,4)+W(3,5)W(6,4)\big]. \tag{7}$$
Direct substitution shows that the kernel has the pair-exchange symmetry $\Xi(3,5;4,6)=\Xi(5,3;6,4)$. Under $3\leftrightarrow5$, $4\leftrightarrow6$ the bracket in (7) becomes $W(5,4)W(3,6)+W(5,3)W(4,6)$, which is unchanged because $W$ is symmetric. Likewise $\Xi_W\to i\delta(5,4)\delta(6,3)W(5,6)=i\delta(4,5)\delta(3,6)W(4,3)$, and $\Xi_H\to-i\delta(5,6)\delta(3,4)v(5,4)=-i\delta(5,6)\delta(3,4)v(6,3)$. Each part has the symmetry separately.

The term $\Xi'$ describes the change of screening caused by the excitation: the electron-hole pair alters $P$, which alters $W$, which alters the self-energy of the other electrons. It is of second order in $W$, while $\Xi_W$ is of first order. Setting $\Xi'=0$ is an approximation. It has two supports. The first is the counting of orders. The second is that $\Xi'$ is not the whole second-order kernel, because the vertex correction omitted from (3), of the form $GWGWG$, also has a derivative with two $W$ lines. Neither argument bounds the error. The term $\Xi'$ itself is small when the screening is insensitive to the one pair that is excited. Because $\Xi'$ contains $G(3,4)G(5,6)$, it depends on two different times even when $W$ is instantaneous (the $W$ lines in (7) set $t_3=t_6$, $t_4=t_5$ in the first term and $t_3=t_5$, $t_4=t_6$ in the second, but leave $t_3\neq t_4$), so keeping it would forbid the reduction of part 7.

## 6. The factor $i$

By (1), the variation of the density matrix is $-i\,\delta G$. The response function with the meaning $\delta\rho/\delta U$ is therefore $\chi=-iL$, and $\chi_0=-iL_0$. Multiply $L=L_0+L_0\Xi L$ by $-i$ and substitute $L=i\chi$ in the last term:
$$\chi=\chi_0+(-iL_0)\,\Xi\,(i\chi)=\chi_0+\chi_0\,K\,\chi,\qquad K=i\,\Xi .$$
With $\Xi'$ dropped, $i\cdot(-i)=+1$ for the Hartree part and $i\cdot i=-1$ for the $GW$ part, so
$$K(3,5;4,6)=\delta(3,4)\,\delta(5,6)\,v(3,6)-\delta(3,6)\,\delta(4,5)\,W(3,4). \tag{8}$$
This is the kernel $v-W$. If $-iL$ is given the name $L$, the same equation has no visible $i$; mixing the two conventions produces stray factors of $i$ or $-1$.

The relative sign has a physical origin. The Hartree term contains $G(7,7^+)$, a closed fermion loop, and the $GW$ term contains an open line; the loop carries the extra $-1$.

The $v$ in (8) is bare, and must be. For a local source and the density as the observed quantity, $\chi_0$ with $1'=1$ and $2'=2$ is $-iG(1,2)G(2,1)=P(1,2)$. Keeping only $v$ in the kernel gives $\chi=P+Pv\chi$, and then $v+v\chi v=v+vPv+vPvPv+\dots=W$. The iteration of the Bethe-Salpeter equation generates the screening of this term by itself, and replacing $v$ by $W$ there would count repeated insertions more than once: the term $PvPvP$, for example, would appear twice. In the second term of (8) the interaction runs across the pair, and iteration produces a ladder of rungs, never a polarization insertion within a rung, so the screening must already be in $W$.

## 7. Static screening

The first term of (8) forces $t_3=t_4$, $t_5=t_6$ and, through $v$, $t_3=t_6$. The second forces $t_3=t_6$ and $t_4=t_5$ only, since $W(3,4)$ is not instantaneous. The static approximation replaces
$$W(3,4)=\int\frac{d\omega}{2\pi}\,e^{-i\omega(t_3-t_4)}\,W(\mathbf r_3,\mathbf r_4;\omega)\;\to\;W(\mathbf r_3,\mathbf r_4)\,\delta(t_3-t_4),$$
with $W(\mathbf r,\mathbf r')\equiv W(\mathbf r,\mathbf r';\omega=0)$, which preserves the time integral of $W$. All four times in $K$ now coincide. Applying $\Xi_H+\Xi_W$ to $\delta G$ at equal times, where $\delta G=i\,\delta\rho$,
$$\delta\Sigma(x,x';t)=\delta(x,x')\int v(\mathbf r-\mathbf r'')\,\delta\rho(x'',x'';t)\,dx''-W(\mathbf r,\mathbf r')\,\delta\rho(x,x';t), \tag{9}$$
where a factor $\delta(t-t')$ has been removed. For a source local in time, (5) then involves only $\delta\rho(t)$, and the four-time equation closes on a function of one time difference, that is of one frequency.

The same replacement made in $\Sigma$ itself shows which mean-field theory (9) belongs to. Write $W=v+W_c$. The bare part gave $-\rho v$. The part $W_c$ extends to both sides of $t_1=t_2$, where $iG(xt,x't^+)=-\rho(x,x')$ and $iG(xt,x't^-)=\langle\psi(x)\psi^\dagger(x')\rangle=\delta(x,x')-\rho(x,x')$. The term $-\rho$ is present on both sides and multiplies the full time integral of $W_c$. The term $\delta(x,x')$ is present on one side only and sets $\mathbf r=\mathbf r'$, where $W(1,2)=W(2,1)$ makes $W_c$ even in time, so it multiplies half the integral. The result is the static COHSEX self-energy,
$$\Sigma_{xc}(x,x')=-\rho(x,x')\,W(\mathbf r,\mathbf r')+\tfrac12\,\delta(x,x')\,W_c(\mathbf r,\mathbf r). \tag{10}$$
At frozen $W$ the second, Coulomb-hole term is constant and the first, screened-exchange term is linear in $\rho$. Equation (9) is thus the variation of Hartree plus COHSEX at frozen $W$. The static Bethe-Salpeter equation is the linear response of $i\,\partial_t\rho=[F[\rho],\rho]$ with $F=h+v_H[\rho]+\Sigma_{xc}[\rho]$, provided the orbitals and energies are those of the self-consistent $F$.

Expand in orthonormal spin orbitals, $\rho(x,x')=\sum_{rs}\varphi_r(x)\,\rho_{rs}\,\varphi_s^*(x')$ with $\rho_{rs}=\langle c_s^\dagger c_r\rangle$, and $\Sigma_{pq}=\int\varphi_p^*(x)\,\Sigma(x,x')\,\varphi_q(x')\,dx\,dx'$. Define
$$(pq|rs)=\int\varphi_p^*(x)\varphi_q(x)\,v(\mathbf r-\mathbf r')\,\varphi_r^*(x')\varphi_s(x')\,dx\,dx',$$
and $W(pq|rs)$ with $W(\mathbf r,\mathbf r')$ in place of $v$. In the Hartree term of (9), $\varphi_p^*\varphi_q$ sits at $x$ and the density $\varphi_r\varphi_s^*$ at $x''$, which gives $(pq|sr)$. In the second term the point $x$ carries $\varphi_p^*\varphi_r$ and the point $x'$ carries $\varphi_s^*\varphi_q$, which gives $W(pr|sq)$. Hence
$$K_{pq,rs}=\frac{\delta\Sigma_{pq}}{\delta\rho_{rs}}=(pq|sr)-W(pr|sq). \tag{11}$$

## 8. The independent-pair response

The last assumption is the quasiparticle form of $G$: orthonormal orbitals with real energies $\varepsilon_p$, occupations $f_p=0$ or $1$, full spectral weight in each pole, and a gap between occupied levels $i,j$ and empty levels $a,b$. Then $G$ is diagonal, with $G_p(\tau)=-i(1-f_p)\theta(\tau)e^{-i\varepsilon_p\tau}+if_p\theta(-\tau)e^{-i\varepsilon_p\tau}$. The transform $G_p(\omega)=\int d\tau\,e^{i\omega\tau-\eta|\tau|}G_p(\tau)$ is elementary: for an empty level $-i\int_0^\infty e^{i(\omega-\varepsilon+i\eta)\tau}d\tau=1/(\omega-\varepsilon+i\eta)$, and for an occupied level $i\int_{-\infty}^0e^{i(\omega-\varepsilon-i\eta)\tau}d\tau=1/(\omega-\varepsilon-i\eta)$.

Let $S_{pq}(t)=\delta U_{pq}+\delta\Sigma_{pq}$. Equations (1) and (5) give
$$\delta\rho_{pq}(t_1)=-i\int dt_2\,G_p(t_1-t_2)\,S_{pq}(t_2)\,G_q(t_2-t_1).$$
For $S\propto e^{-i\omega t_2}$, put $\tau=t_1-t_2$; the factor relating $\delta\rho_{pq}$ to $S_{pq}$ is $-i\int d\tau\,e^{i\omega\tau}G_p(\tau)G_q(-\tau)$. Insert $G_p(\tau)=\int\frac{d\omega_1}{2\pi}e^{-i\omega_1\tau}G_p(\omega_1)$ and $G_q(-\tau)=\int\frac{d\omega'}{2\pi}e^{+i\omega'\tau}G_q(\omega')$. The $\tau$ integral yields $2\pi\delta(\omega-\omega_1+\omega')$, so
$$\chi_{0;pq,rs}(\omega)=\delta_{pr}\delta_{qs}\,(-i)\int\frac{d\omega'}{2\pi}\,G_p(\omega'+\omega)\,G_q(\omega').$$
The integrand falls as $1/\omega'^2$, so the contour may be closed in either half plane. If $f_p=f_q$, both poles lie on the same side, and closing on the other side gives zero. Otherwise close above, where the prefactor is $(-i)(2\pi i)/(2\pi)=1$.

For $p=a$, $q=i$, the upper pole is that of $G_i(\omega')$ at $\omega'=\varepsilon_i+i\eta$, and the residue is $G_a(\omega+\varepsilon_i+i\eta)=1/(\omega-\Delta_{ia}+2i\eta)$, with $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. For $p=i$, $q=a$, the upper pole is that of $G_i(\omega'+\omega)$ at $\omega'=\varepsilon_i-\omega+i\eta$, and the residue is $G_a(\varepsilon_i-\omega+i\eta)=-1/(\omega+\Delta_{ia}-2i\eta)$. All cases are contained in
$$\chi_{0;pq,rs}(\omega)=\delta_{pr}\delta_{qs}\,\frac{f_q-f_p}{\omega-\varepsilon_p+\varepsilon_q+2i\eta(f_q-f_p)} . \tag{12}$$

At $\omega=0$ and $\eta\to0$ both nonzero cases equal $-1/\Delta_{ia}$. This gives the static polarizability that builds $W$. A local potential $U(\mathbf r)$ has $U_{ai}=\int\varphi_a^*\varphi_iU$, it induces $\delta\rho_{ai}=-U_{ai}/\Delta_{ia}$ and $\delta\rho_{ia}=-U_{ia}/\Delta_{ia}$, and the density change is $\sum_{ia}(\varphi_a\varphi_i^*\delta\rho_{ai}+\varphi_i\varphi_a^*\delta\rho_{ia})$. The two terms have complex conjugate kernels, so
$$P(x,x')=-\sum_{ia}\frac{2\,\mathrm{Re}\big[\varphi_i^*(x)\varphi_a(x)\,\varphi_a^*(x')\varphi_i(x')\big]}{\Delta_{ia}} . \tag{13}$$
It is real and symmetric even for complex orbitals, and so is the static $W$.

The static kernel $v-W$ now stands in an orbital basis, together with the independent-pair response $\chi_0$ and the static polarizability that builds $W$. What remains is to turn them into an eigenvalue problem for the excitation energies, examine its spin structure and limits, and test it on the two-site bond.
